\section*{Large-Bias Current Through Two Coherently Coupled Traps, part 1}

(Sections cited here and not found follow in the second part.)

\section{The density-matrix derivation}

\subsection{What a simple rate gets wrong}

Two traps, L and R, lie in series between a source and a drain. It is tempting to describe the current by one golden-rule rate: the electron hops from L into R, whose level is broadened because R empties into the drain. For a tunnel matrix element of $3\,\mu$eV and an emptying rate of $6\,\mathrm{ns}^{-1}$ this gives a peak current of about 2.2 nA and a line of half-width $2.0\,\mu$eV as the trap levels are moved past each other. If the empty pair is filled at $3\,\mathrm{ns}^{-1}$, the model treated below gives 217 pA and $6.3\,\mu$eV. The current is wrong by a factor of ten. Reading the emptying rate from the linewidth would give $19\,\mathrm{ns}^{-1}$ instead of 6. The single rate leaves out that an empty pair must wait to be filled, and that the electron oscillates between the traps, blocks the next electron while it is there, and leaves from R alone. All four facts enter the correct line.

\subsection{Model and conventions}

Let $\varepsilon=E_L-E_R$ be the detuning and $t>0$ the tunnel matrix element, an energy. With the zero of energy midway between the levels, the one-electron Hamiltonian of the pair is
\begin{equation}
H=\frac{\varepsilon}{2}\big(|L\rangle\langle L|-|R\rangle\langle R|\big)+t\big(|L\rangle\langle R|+|R\rangle\langle L|\big).
\end{equation}
At $\varepsilon=0$ its levels are $2t$ apart. The source couples to L and the drain to R. The current $I$ is $e>0$ times the number of electrons passing from source to drain per unit time.

The pair is empty or holds one electron. This requires the source level to lie below the energy needed to add a second electron. At the same time the source level must lie well above the one-electron levels, and the drain level well below them. ``Large bias'' thus means a window with an upper limit. Its margins must be much larger than $k_BT$, $\hbar\Gamma$, $t$ and $|\varepsilon|$, where $\Gamma$ stands for either lead rate. Spin is left out here and restored in the second half.

\subsection{Eliminating the leads}

Start with an empty pair. Its amplitude is $b_0$. After one filling there is a hole in source state $l$, and the electron is on L, on R, or in drain state $r$, with amplitudes $b_{lL}$, $b_{lR}$, $b_{lr}$. With lead matrix elements $V_l$, $V_r$ and time $\tau$, the Schr\"odinger equation reads
\begin{align}
i\hbar\dot b_0&=\sum_l V_l b_{lL},\\
i\hbar\dot b_{lL}&=\left(\tfrac{\varepsilon}{2}-E_l\right)b_{lL}+t\,b_{lR}+V_l b_0,\\
i\hbar\dot b_{lR}&=\left(-\tfrac{\varepsilon}{2}-E_l\right)b_{lR}+t\,b_{lL}+\sum_r V_r b_{lr},\\
i\hbar\dot b_{lr}&=(E_r-E_l)b_{lr}+V_r b_{lR}.
\end{align}
The energy $-E_l$ belongs to the hole. A refilling of the pair after the electron has reached $r$ is added below.

The last equation has the solution
\begin{equation}
b_{lr}(\tau)=-\frac{i}{\hbar}V_r\int_0^\tau e^{-i(E_r-E_l)(\tau-\tau')/\hbar}\,b_{lR}(\tau')\,d\tau'.
\end{equation}
Let the drain have a density of states $\nu_R$ and a matrix element $V_R$ that do not depend on energy. Then
\begin{equation}
\sum_r V_r^2e^{-iE_rs/\hbar}=\nu_RV_R^2\int dE\,e^{-iEs/\hbar}
=\hbar^2\Gamma_R\,\delta(s),\qquad \Gamma_R=\frac{2\pi}{\hbar}\nu_RV_R^2 .
\end{equation}
The delta function sits at the end of the time integral and contributes one half:
\begin{equation}
-\frac{i}{\hbar}\sum_rV_rb_{lr}=-\frac{1}{\hbar^2}\,\hbar^2\Gamma_R\,\frac12\,b_{lR}=-\frac{\Gamma_R}{2}b_{lR}.
\end{equation}
The amplitude on R therefore decays at $\Gamma_R/2$. The electron on the pair evolves under
\begin{equation}
K=H-\frac{i\hbar\Gamma_R}{2}|R\rangle\langle R| .
\end{equation}
With $U(s)=e^{-iKs/\hbar}$, the amplitudes for hole $l$ are, for $j=L,R$,
\begin{equation}
b_{lj}(\tau)=-\frac{i}{\hbar}V_l\int_0^\tau e^{iE_l(\tau-\tau')/\hbar}\,U_{jL}(\tau-\tau')\,b_0(\tau')\,d\tau'.
\end{equation}
For a flat source, with $\Gamma_L$ defined like $\Gamma_R$, the sum over $l$ again gives a delta function. Since $U(0)=1$,
\begin{equation}
\sum_lV_lb_{lL}=-\frac{i\hbar\Gamma_L}{2}b_0,\qquad \sum_lV_lb_{lR}=0. \label{sums}
\end{equation}
The first sum gives $\dot b_0=-(\Gamma_L/2)b_0$.

Now let the pair be refilled. Every state with an empty pair, including $b_{lr}$, acquires the decay $\Gamma_L/2$. This puts a factor $e^{-\Gamma_L(\tau-\tau')/2}$ into the solution for $b_{lr}$. The factor equals one where the delta function acts, so $\Gamma_R/2$ is unchanged. An electron might also fall into a hole left by an earlier cycle. The sum over that hole's energy gives a delta function of the time since the hole was made. That time is not zero, so the term vanishes. The same holds for the return of an electron that reached the drain earlier.

\subsection{Equations for the pair}

Define $\rho_{ij}$ as the sum of $b_ib_j^*$ over all lead configurations. States with an empty and an occupied pair have different lead configurations, because the total electron number is fixed, so there is no coherence between them.

The filling term in $\dot b_{lL}$ feeds the population of L at the rate
\begin{equation}
2\,\mathrm{Re}\Big[-\frac{i}{\hbar}b_0\sum_lV_lb_{lL}^*\Big]
=2\,\mathrm{Re}\Big[-\frac{i}{\hbar}\,\frac{i\hbar\Gamma_L}{2}|b_0|^2\Big]=\Gamma_L|b_0|^2 ,
\end{equation}
where the complex conjugate of (\ref{sums}) was used. The corresponding term for the coherence contains $\sum_lV_lb_{lR}^*=0$, so filling creates no coherence. The same argument applied to the drain feeds the empty state at $\Gamma_R\rho_{RR}$.

Within the pair,
\begin{equation}
\dot b_L=-\frac{i}{\hbar}\Big(\frac{\varepsilon}{2}b_L+tb_R\Big),\qquad
\dot b_R=-\frac{i}{\hbar}\Big(-\frac{\varepsilon}{2}b_R+tb_L\Big)-\frac{\Gamma_R}{2}b_R ,
\end{equation}
apart from the hole energy, which cancels in products. Using $\mathrm{Re}(-iz)=\mathrm{Im}\,z$,
\begin{equation}
\frac{d|b_L|^2}{d\tau}=\frac{2t}{\hbar}\mathrm{Im}(b_Rb_L^*)=-\frac{2t}{\hbar}\mathrm{Im}(b_Lb_R^*),
\end{equation}
and $|b_R|^2$ gains the same amount. For $b_Lb_R^*$ the two detuning terms add to $-(i\varepsilon/\hbar)b_Lb_R^*$, and the tunnel terms give $(it/\hbar)(|b_L|^2-|b_R|^2)$. Altogether
\begin{align}
\dot\rho_{00}&=-\Gamma_L\rho_{00}+\Gamma_R\rho_{RR},\\
\dot\rho_{LL}&=\Gamma_L\rho_{00}-\frac{2t}{\hbar}\,\mathrm{Im}\,\rho_{LR},\\
\dot\rho_{RR}&=\frac{2t}{\hbar}\,\mathrm{Im}\,\rho_{LR}-\Gamma_R\rho_{RR},\\
\dot\rho_{LR}&=-\Big(\frac{i\varepsilon}{\hbar}+\gamma\Big)\rho_{LR}+\frac{it}{\hbar}(\rho_{LL}-\rho_{RR}),\qquad \gamma=\frac{\Gamma_R}{2}. \label{coh}
\end{align}
The rate $\Gamma_L$ does not damp the coherence, because an occupied pair cannot be filled again.

This was tested on the first passage, with $\hbar=1$, $\Gamma_L=1$, $\Gamma_R=1.5$, $t=0.8$, $\varepsilon=0.7$ and $\tau=2$. The amplitude equations were integrated with 200 source and 200 drain levels between $-40$ and $40$. The density-matrix elements differ by at most 0.0017 from those of the equations above, with refilling left out on both sides. With half the band and the same level spacing the difference is 0.0035, as expected of an error that falls inversely with bandwidth. An added damping $\Gamma_L/2$ in (\ref{coh}) raises the difference from 0.0017 to 0.0645.

\subsection{The stationary current}

Set all time derivatives to zero. Equation (\ref{coh}) gives
\begin{equation}
\rho_{LR}=\frac{it(\rho_{LL}-\rho_{RR})}{\hbar\gamma+i\varepsilon}
=\frac{t(\varepsilon+i\hbar\gamma)}{\hbar^2\gamma^2+\varepsilon^2}(\rho_{LL}-\rho_{RR}).
\end{equation}
The current is the same at each junction:
\begin{equation}
\frac{I}{e}=\Gamma_L\rho_{00}=\Gamma_R\rho_{RR}=\frac{2t}{\hbar}\mathrm{Im}\,\rho_{LR}=W(\rho_{LL}-\rho_{RR}),\qquad
W=\frac{2t^2\gamma}{\hbar^2\gamma^2+\varepsilon^2}.
\end{equation}
Hence $\rho_{00}=I/(e\Gamma_L)$, $\rho_{RR}=I/(e\Gamma_R)$ and $\rho_{LL}=I/(eW)+I/(e\Gamma_R)$. Their sum is one, so
\begin{equation}
\frac{e}{I}=\frac{1}{\Gamma_L}+\frac{2}{\Gamma_R}+\frac1W. \label{series}
\end{equation}
With $\gamma=\Gamma_R/2$, $1/W=(\hbar^2\Gamma_R^2/4+\varepsilon^2)/(t^2\Gamma_R)$. Over the common denominator $t^2\Gamma_R$,
\begin{equation}
I(\varepsilon)=\frac{e\,t^2\Gamma_R}{w^2+\varepsilon^2},\qquad
w^2=t^2\Big(2+\frac{\Gamma_R}{\Gamma_L}\Big)+\frac{\hbar^2\Gamma_R^2}{4}. \label{main}
\end{equation}
This is a Lorentzian of half-width $w$, provided $t$, $\Gamma_L$ and $\Gamma_R$ stay fixed while $\varepsilon$ is varied.

\subsection{What the line shows}

For $t\ll\hbar\Gamma_R$ and $t^2\ll\hbar^2\Gamma_L\Gamma_R$ the last term of $w^2$ dominates. Then $I\simeq eW$, the golden-rule result used in the opening. For large $t$ the peak saturates at $e/(1/\Gamma_L+2/\Gamma_R)$, while the width grows in proportion to $t$. The line is then broad because detuning must first make the transfer slow before it limits the current.

For $|\varepsilon|\gg w$ the current is $et^2\Gamma_R/\varepsilon^2$. The filling rate has dropped out, since filling is no longer the slow step.

At resonance, with $t$ and $\Gamma_L$ fixed,
\begin{equation}
\frac{e}{I(0)}=\frac1{\Gamma_L}+\frac2{\Gamma_R}+\frac{\hbar^2\Gamma_R}{4t^2},\qquad
\frac{d}{d\Gamma_R}\frac{e}{I(0)}=-\frac{2}{\Gamma_R^2}+\frac{\hbar^2}{4t^2}.
\end{equation}
The derivative vanishes at $\hbar\Gamma_R=2\sqrt2\,t$. The second derivative, $4/\Gamma_R^3$, is positive, so the current has its maximum there. A faster drain damps the coherence through which R is fed, and the current falls.

Pure dephasing adds $-\gamma_\varphi\rho_{LR}$ to (\ref{coh}) and leaves the populations alone. Then $\gamma=\Gamma_R/2+\gamma_\varphi$, and (\ref{series}) still holds. Multiplying it by $2t^2\gamma$ shows that the line remains Lorentzian, with
\begin{equation}
w^2=\hbar^2\gamma^2+2t^2\gamma\Big(\frac1{\Gamma_L}+\frac2{\Gamma_R}\Big).
\end{equation}

\section{The cycle-time derivation and the comparison}

\subsection{Symbols and results carried over}

The detuning is $\varepsilon=E_L-E_R$ and the tunnel matrix element is $t$. The empty pair is filled through L at the rate $\Gamma_L$, and R empties into the drain at $\Gamma_R$. The pair holds at most one electron. Between filling and emptying the electron evolves under $K=H-\tfrac{i}{2}\hbar\Gamma_R|R\rangle\langle R|$, where $H$ is the Hamiltonian of the isolated pair. The density-matrix equations gave
\begin{equation}
I=\frac{et^2\Gamma_R}{w^2+\varepsilon^2},\qquad w^2=t^2\Big(2+\frac{\Gamma_R}{\Gamma_L}\Big)+\frac{\hbar^2\Gamma_R^2}{4}, \label{again}
\end{equation}
and the transfer rate $W=t^2\Gamma_R/(\varepsilon^2+\hbar^2\Gamma_R^2/4)$.

\subsection{Current as one electron per cycle}

Each time an electron leaves R, the pair is empty and the next electron can enter only on L. Flat leads keep no memory, so successive cycles are independent and alike. After many cycles the charge passed is $e$ per mean cycle time:
\begin{equation}
\frac{e}{I}=\frac1{\Gamma_L}+T,\qquad T=\int_0^\infty\big(|\psi_L|^2+|\psi_R|^2\big)d\tau. \label{cycle}
\end{equation}
The first term is the mean waiting time of an empty pair, whose probability to remain empty is $e^{-\Gamma_L\tau}$. The second is the mean dwell time. If $S(\tau)$ is the probability that the electron is still in the pair, the mean is $-\int\tau\,dS=\int S\,d\tau$, because $\tau S$ vanishes at both ends. Here $S$ is the norm of $\psi$, which starts as $\psi_L=1$, $\psi_R=0$ and obeys $i\hbar\dot\psi=K\psi$.

The density-matrix equations have given the Lorentzian current (\ref{again}), and the cycle argument has reduced the same current to the mean dwell time $T$ in (\ref{cycle}). It remains to calculate $T$, compare the two derivations and apply the result to two traps in an InSb nanowire.
